# Hop Rate of a Silicon Vacancy at 150 K

## Problem

Ion implantation into cold silicon leaves vacancies behind. An isolated neutral vacancy moves when one of the four neighbouring atoms jumps into the empty site. Take a migration barrier \(E_m=0.45\) eV, an attempt frequency \(\nu_0=10^{13}\ \mathrm{s^{-1}}\) and a temperature \(T=150\) K. The attempt frequency is the total for the vacancy, summed over its four exits.

(a) Starting from classical equilibrium statistics, derive the hop rate \(\Gamma=\nu_0e^{-E_m/kT}\).

(b) Show that the vacancy hops about 0.0076 times per second.

(c) Find the mean waiting time, the chance of a hop within one minute, and the root-mean-square displacement after one hour. The hop length is the bond length, roughly \(d=0.235\) nm.

(d) How strongly does the answer depend on \(T\) and \(E_m\), and which neglected effects could change it?

Energies are in eV, temperatures in K and times in s; \(k\) is Boltzmann's constant.

## Hints

1. Think of a large number of identical crystals in equilibrium. In a short time \(dt\), which of them cross the saddle from the inside?
2. At 150 K the barrier is many times \(kT\). Near which point of the well does nearly all the probability lie, and what shape has the potential there?
3. Different exits are competing events. What happens to their rates?
4. For part (c), write a differential equation for the probability that no hop has yet happened. For the displacement, ask for the average of the next hop vector when all earlier hops are known.
5. For part (d), differentiate \(\ln\Gamma\). Then compare \(h\nu\) with \(kT\) to judge whether classical mechanics is adequate.

## Solution

### (a) The rate law

**Flux through one saddle.** Let \(x\) be the coordinate along the path through one exit, with the minimum at \(x=0\), where \(V=0\), and the saddle at \(x=x_s\), where \(V=E_m\). All moving atoms have the same mass \(m\). Begin with motion along \(x\) alone.

In equilibrium the velocity \(v\) is independent of the position and has the Maxwell distribution. A system with velocity \(v>0\) crosses \(x_s\) during \(dt\) if it lies within a distance \(v\,dt\) before it. The crossing rate per occupied well is therefore the probability density at \(x_s\) times the mean of \(v\) over outward velocities, inward ones counting as zero:

\[
\Gamma_1=\left[\int_0^\infty v\sqrt{\frac{m}{2\pi kT}}\;e^{-mv^2/2kT}dv\right]
\frac{e^{-E_m/kT}}{\int_{\rm well}e^{-V(x)/kT}dx}.
\]

Since \(\int_0^\infty v\,e^{-mv^2/2kT}dv=kT/m\), the bracket equals

\[
\frac{kT}{m}\sqrt{\frac{m}{2\pi kT}}=\sqrt{\frac{kT}{2\pi m}} .
\]

Two assumptions enter. The well must stay in equilibrium although systems leave it, which requires hops to be rare compared with the relaxation of the vibrations. Each crossing must also count as a completed hop. If some trajectories turn back at once, the true rate is lower than this flux.

**Harmonic well.** Because \(E_m\gg kT\), the integral over the well comes almost entirely from the neighbourhood of the minimum, where \(V\simeq\tfrac12m\omega^2x^2\). The Gaussian integral is

\[
\int_{-\infty}^{\infty}e^{-m\omega^2x^2/2kT}dx=\sqrt{\frac{2\pi kT}{m\omega^2}} .
\]

Inserting it gives

\[
\Gamma_1=\sqrt{\frac{kT}{2\pi m}}\sqrt{\frac{m\omega^2}{2\pi kT}}\;e^{-E_m/kT}
=\frac{\omega}{2\pi}\,e^{-E_m/kT}.
\]

The factors \(kT\) cancel: a hotter system crosses faster, but it is also spread over a wider well. What remains is one attempt per vibration, with success probability \(e^{-E_m/kT}\).

**The other vibrations.** A real hop involves \(N\) coordinates of a crystal held in place. The well has \(N\) frequencies \(\omega_i\). On the plane through the saddle, perpendicular to the path, there are \(N-1\) real frequencies \(\omega'_j\). Each well mode adds a factor \(\sqrt{2\pi kT/m}/\omega_i\) to the denominator, and each saddle mode a factor \(\sqrt{2\pi kT/m}/\omega'_j\) to the numerator. One square root is left uncancelled in the denominator, so

\[
\Gamma_1=\sqrt{\frac{kT}{2\pi m}}\sqrt{\frac{m}{2\pi kT}}\;
\frac{\prod_{i=1}^{N}\omega_i}{\prod_{j=1}^{N-1}\omega'_j}\,e^{-E_m/kT}
=\nu_1e^{-E_m/kT},
\qquad
\nu_1=\frac{\prod_{i=1}^{N}\nu_i}{\prod_{j=1}^{N-1}\nu'_j},
\]

with \(\nu=\omega/2\pi\) throughout. The attempt frequency is thus a ratio of products and need not equal the frequency of any one vibration.

**All exits.** During \(dt\) the chance of leaving through one given exit is \(\Gamma_1dt\). The chance of two exits being used in the same interval is of order \(dt^2\), so the chances add. For \(z\) equivalent exits,

\[
\Gamma=z\Gamma_1=\nu_0e^{-E_m/kT},\qquad \nu_0=z\nu_1 .
\]

Here \(z=4\), and the given \(\nu_0\) corresponds to \(\nu_1=2.5\times10^{12}\ \mathrm{s^{-1}}\) for each exit.

**How good is the harmonic well?** Take as a model path \(V=E_m\sin^2\theta\) with \(\theta=\pi x/a\), where \(a\) is the distance between neighbouring minima. For small \(\theta\), \(\sin^2\theta\simeq\theta^2-\theta^4/3\), and therefore

\[
e^{-V/kT}\simeq e^{-E_m\theta^2/kT}\left(1+\frac{E_m}{3kT}\theta^4\right).
\]

The Gaussian has \(\langle\theta^2\rangle=kT/2E_m\) and \(\langle\theta^4\rangle=3\langle\theta^2\rangle^2\). The well integral is larger than its harmonic value by the fraction

\[
\frac{E_m}{3kT}\cdot3\left(\frac{kT}{2E_m}\right)^2=\frac{kT}{4E_m},
\]

and to leading order the rate is smaller by the same fraction. With the numbers of part (b) this is 0.0072. Numerical integration over the whole well gives a rate 0.9926 times the harmonic one, a reduction of 0.0074; higher orders account for the small difference. On this path the harmonic formula is good to better than one per cent.

The same path shows whether the given attempt frequency is reasonable. Its curvature at the minimum is \(m\omega^2=2\pi^2E_m/a^2\), so

\[
\nu=\frac{\omega}{2\pi}=\frac1a\sqrt{\frac{E_m}{2m}} .
\]

For one silicon atom, \(m=28.09\) u, and \(a=d=0.235\) nm, this is 3.74 THz. Four such exits give about \(1.5\times10^{13}\ \mathrm{s^{-1}}\), the same order as the assumed total.

### (b) The number

The thermal energy is

\[
kT=(8.617333\times10^{-5}\ \mathrm{eV/K})(150\ \mathrm K)=0.012926\ \mathrm{eV}.
\]

The barrier in units of \(kT\), and the Boltzmann factor, are

\[
\frac{E_m}{kT}=\frac{0.45}{0.012926}=34.814,\qquad e^{-34.814}=7.597\times10^{-16}.
\]

Hence

\[
\Gamma=(10^{13}\ \mathrm{s^{-1}})(7.597\times10^{-16})=0.0076\ \mathrm{s^{-1}},
\]

as was to be shown. This is 27.4 hops per hour. A very large attempt frequency and a very small success probability nearly cancel, which is why the result falls on a laboratory time scale.

If \(10^{13}\ \mathrm{s^{-1}}\) were instead the attempt frequency of each exit, the total rate would be four times larger, \(0.030\ \mathrm{s^{-1}}\). The figure 0.0076 belongs to the convention stated in the problem.

### (c) Waiting times and displacement

Let \(P_0(t)\) be the probability that no hop has happened by time \(t\). Assume that after each hop the excess energy is lost quickly, so that the vacancy settles in its new well and forgets how it came there. The chance of leaving in the next \(dt\) then does not depend on the time already waited:

\[
\frac{dP_0}{dt}=-\Gamma P_0,\qquad P_0(t)=e^{-\Gamma t}.
\]

The first hop falls between \(t\) and \(t+dt\) with probability \(\Gamma e^{-\Gamma t}dt\). The mean wait is

\[
\int_0^\infty t\,\Gamma e^{-\Gamma t}dt=\frac1\Gamma=132\ \mathrm s .
\]

The chance of at least one hop within 60 s is

\[
1-e^{-0.0076\times60}=1-e^{-0.456}=0.366 .
\]

A rate of 0.0076 per second therefore does not mean a regular hop every 132 s. More than a third of the vacancies move within the first minute, while a fraction \(e^{-1}\) has not yet hopped after 132 s.

For the displacement, let \(\mathbf d_i\) be the hop vectors. After \(n\) hops,

\[
\langle R^2\rangle=\sum_{i=1}^{n}\langle d_i^2\rangle+2\sum_{i<j}\langle\mathbf d_i\cdot\mathbf d_j\rangle .
\]

From any site of the diamond lattice the four bond vectors point to the corners of a regular tetrahedron and add up to zero. Since the vacancy is assumed to forget how it came to a site, all four are equally likely, whatever the earlier hops were. The average of \(\mathbf d_j\) at fixed earlier hops is thus zero, the cross terms vanish, and \(\langle R^2\rangle=nd^2\). The number of hops is independent of their directions and has the mean \(\Gamma t\), since each interval \(dt\) contributes \(\Gamma\,dt\). Therefore

\[
\langle R^2\rangle=\Gamma t\,d^2 .
\]

After one hour,

\[
\sqrt{\langle R^2\rangle}=0.235\ \mathrm{nm}\times\sqrt{27.4}=1.23\ \mathrm{nm}.
\]

With the definition \(\langle R^2\rangle=6Dt\) in three dimensions, the diffusivity of the vacancy is

\[
D=\frac{\Gamma d^2}{6}=\frac{(0.0076\ \mathrm{s^{-1}})(2.35\times10^{-8}\ \mathrm{cm})^2}{6}
=7.0\times10^{-19}\ \mathrm{cm^2/s}.
\]

The vacancy is mobile in the sense that it hops many times an hour, yet its root-mean-square displacement after one hour is only about five bond lengths.

### (d) Sensitivity and neglected effects

**Temperature and barrier.** From \(\ln\Gamma=\ln\nu_0-E_m/kT\), with \(\nu_0\) and \(E_m\) held fixed,

\[
\frac{d\ln\Gamma}{dT}=\frac{E_m}{kT^2}=\frac{34.814}{150\ \mathrm K}=0.232\ \mathrm{K^{-1}}.
\]

Warming from 150 K to 151 K multiplies the rate by 1.26. Raising the barrier by 0.01 eV at fixed temperature multiplies it by \(e^{-0.01/0.012926}=0.46\). An uncertainty of 0.01 eV in the barrier thus makes the rate uncertain by a factor of about two. An error in \(\nu_0\) enters only in proportion. The two figures in 0.0076 are arithmetic consequences of the given inputs, not the accuracy of a prediction for a real crystal.

**Quantum motion.** Treat the path as one quantum mode and define \(u=h\nu/kT\). Let \(Z\) be the partition function of the well. Systems with energy between \(E\) and \(E+dE\) approach the barrier at the rate \(e^{-E/kT}dE/(hZ)\), because \(v\,dp=dE\) and a phase-space cell has area \(h\). If \(\mathcal T(E)\) is the transmission probability,

\[
\Gamma_1=\frac1{hZ}\int \mathcal T(E)\,e^{-E/kT}dE .
\]

Classically \(\mathcal T\) is a step at \(E_m\) and \(Z=kT/h\nu=1/u\), which returns \(\nu e^{-E_m/kT}\). Quantum mechanics changes both ingredients.

The quantum oscillator has

\[
Z=\sum_{n=0}^{\infty}e^{-u(n+1/2)}=\frac{1}{2\sinh(u/2)} .
\]

This is smaller than \(1/u\). Write \(Z=e^{-u/2}/(1-e^{-u})\). The zero-point energy lifts the ground state towards the top of the barrier and would by itself raise the rate by \(e^{u/2}\). The sum over discrete levels counted from the ground state, \(1/(1-e^{-u})\), exceeds \(1/u\) and lowers the rate by \((1-e^{-u})/u\). At \(u=1.2\) these are about 1.82 and 0.58, so most of the lift is taken back. The rate gains the factor \(\sinh(u/2)/(u/2)\).

Take a parabolic barrier top whose curvature has the same magnitude as that of the well. With \(\xi=(x-x_s)\sqrt{m\omega/\hbar}\) and \(\eta=(E-E_m)/\hbar\omega\), the wave equation is \(\psi''+(\xi^2+2\eta)\psi=0\). Far to the right there is only the transmitted wave \(B\,\xi^{i\eta-1/2}e^{i\xi^2/2}\). Far to the left there are an incoming wave \(|\xi|^{-i\eta-1/2}e^{-i\xi^2/2}\) and a reflected wave \(A\,|\xi|^{i\eta-1/2}e^{i\xi^2/2}\). Continue the transmitted wave from right to left along a large semicircle in the upper half of the complex \(\xi\) plane. It is the decaying solution in the first quadrant and the dominant one in the second, so its coefficient is carried over unchanged, and \(\xi=|\xi|e^{i\pi}\) gives \(A=B\,e^{i\pi(i\eta-1/2)}=-iB\,e^{-\pi\eta}\). Conservation of particles requires \(|A|^2+|B|^2=1\), hence

\[
\mathcal T=|B|^2=\frac{1}{1+e^{-2\pi(E-E_m)/\hbar\omega}},\qquad \hbar\omega=h\nu .
\]

Put \(w=2\pi(E-E_m)/\hbar\omega\) and \(p=u/2\pi\). For a high barrier and \(u\) well below \(2\pi\), energies far below the top contribute negligibly, so the integral may start at \(-\infty\). Relative to the classical step, the rate gains the factor

\[
p\int_{-\infty}^{\infty}\frac{e^{-pw}}{1+e^{-w}}dw .
\]

Call the integral \(I\). Moving the line of integration up by \(2\pi i\) multiplies the integrand by \(e^{-2\pi ip}\) and encloses the pole at \(w=i\pi\), whose residue is \(e^{-i\pi p}\). Hence \(I(1-e^{-2\pi ip})=2\pi i\,e^{-i\pi p}\), or \(I=\pi/\sin\pi p\). The tunnelling factor is \((u/2)/\sin(u/2)\). The integral converges for \(u<2\pi\), but close to that limit the formula overestimates tunnelling through a barrier of finite height, so it should be used only well below it. The two factors together give

\[
\frac{\Gamma_{\rm quantum}}{\Gamma_{\rm classical}}=\frac{\sinh(u/2)}{\sin(u/2)} .
\]

For the 3.74 THz path, \(u=1.197\) at 150 K. The factors are 1.061 and 1.062, and the rate rises by 13 per cent. For a stiffer mode of 10 THz, \(u=3.199\), the factors are 1.485 and 1.600, and the rate rises 2.4 times. These are one-mode estimates: the zero-point energies of the other vibrations also change between well and saddle. If \(E_m\) and \(\nu_0\) were fitted to measured rates, some or nearly all of the quantum effect would already be contained in them, depending on the temperatures of the fit.

**The real material.** A barrier near 0.45 eV is a rough typical value for the neutral vacancy in silicon, and \(10^{13}\ \mathrm{s^{-1}}\) is a usual order of magnitude for an attempt frequency. One assumption that can fail is that of a fixed charge state. Doping, light or the ion beam itself can change the charge, and the doubly negative vacancy has a lower barrier, roughly 0.2 eV. With \(\nu_0\) and \(T\) unchanged, that barrier gives \(1.9\times10^6\ \mathrm{s^{-1}}\), larger than the neutral rate by a factor of \(2.5\times10^8\). Only the order of magnitude is meaningful: a barrier of 0.18 eV would give \(9\times10^6\ \mathrm{s^{-1}}\) and a factor of \(1.2\times10^9\). Likewise, a neutral barrier between 0.41 and 0.49 eV would put the neutral rate between 0.17 and \(3\times10^{-4}\ \mathrm{s^{-1}}\). This far outweighs the quantum correction and the counting of exits. A real vacancy may also meet an impurity or another defect and be captured, after which the free-vacancy rate no longer describes it.

## Variation 1: warming the crystal

**Question.** With the same barrier and attempt frequency, at what temperature does the neutral vacancy hop once per second, and what is its rate at 300 K?

**Solution.** Set \(\Gamma=\Gamma_*=1\ \mathrm{s^{-1}}\) and take the logarithm:

\[
\frac{E_m}{kT_*}=\ln\frac{\nu_0}{\Gamma_*},\qquad
T_*=\frac{E_m}{k\ln(\nu_0/\Gamma_*)}=\frac{0.45\ \mathrm{eV}}{(8.617333\times10^{-5}\ \mathrm{eV/K})\ln10^{13}}=174.5\ \mathrm K .
\]

A rise of less than 25 K shortens the mean wait from 132 s to 1 s. At 300 K the exponent is half that at 150 K, and

\[
\Gamma(300\ \mathrm K)=10^{13}\,e^{-34.814/2}\ \mathrm{s^{-1}}=2.8\times10^5\ \mathrm{s^{-1}}.
\]

In this model a neutral vacancy that waits about two minutes between hops at 150 K moves rapidly at room temperature. Isolated neutral vacancies left by a cold implant can therefore migrate while the wafer warms up, before any furnace anneal. The calculation does not cover vacancy clusters or amorphous regions. As \(T\to\infty\) the formula would tend to \(\nu_0\), but it fails earlier: once \(kT\) is comparable with \(E_m\), the well is no longer harmonic over the occupied region and successive hops are not separate events. For this barrier \(kT=E_m\) needs about 5200 K, so silicon melts first, near 1687 K. There \(E_m/kT\) is about 3.1 and the flux on the model path is 0.89 times the harmonic value.

## Variation 2: a softer saddle

**Question.** One vibration \(y\) perpendicular to the path has spring constant \(K\) at the minimum and \(K/2\) at the saddle. The barrier, the temperature and all else are unchanged. By what factor does the rate through this exit change? Include the leading anharmonic correction for

\[
V=E_ms+\tfrac12K\left(1-\tfrac12s\right)y^2,\qquad s=\sin^2(\pi x/a).
\]

**Solution.** Frequencies vary as the square root of the spring constant, so \(\nu/\nu'=\sqrt2\). In the harmonic limit the rate rises by \(\sqrt2=1.414\): the softer saddle is a wider gate, and more configurations pass through it at the same energy cost.

For the correction, integrate over \(y\) in the well. This gives \(\sqrt{2\pi kT/K}\,(1-s/2)^{-1/2}\simeq\sqrt{2\pi kT/K}\,(1+s/4)\). To leading order \(\langle s\rangle=\langle\theta^2\rangle=kT/2E_m\), so the well integral grows by the fraction \(kT/8E_m\), in addition to the \(kT/4E_m\) found in part (a). Relative to the harmonic rate without softening,

\[
\sqrt2\left(1-\frac{3kT}{8E_m}\right)=1.414\times(1-0.0108)=1.399 .
\]

Numerical integration over \(x\) and \(y\) also gives 1.399. The unsoftened rate on the same path is itself \(1-kT/4E_m\) times its harmonic value. Dividing by this gives the factor asked for, \(\sqrt2\,(1-kT/8E_m)=1.409\) to leading order. If all four exits soften in this way, the hop rate becomes about \(0.011\ \mathrm{s^{-1}}\). In this classical treatment, halving one transverse spring at the saddle thus matters less than an error of 0.01 eV in the barrier, which is a factor of 2.17. For a quantum transverse mode with \(u=h\nu/kT\), the factor \(\sqrt2\) is replaced by the ratio of partition functions, \(\sinh(u/2)/\sinh(u/2\sqrt2)\). At 150 K this is 1.46 for 4 THz, 1.71 for 10 THz and 2.12 for 15.5 THz, so for a stiff mode the two effects are of similar size.
